# Why large grains can open a thin metal film at its grooves

## Definitions and conventions

A continuous metal film of mean thickness $h$ lies on a flat, rigid substrate. It consists of equal columnar grains, each modelled as a cylinder of radius $R$ with fixed vertical walls. The height of the free surface above the substrate is $z(r)$, where $r$ is the distance from the grain axis, and the height at the grain boundary is $z_e=z(R)$.

The free surface costs an energy $\gamma_s$ per area, independent of orientation, and the grain boundary costs $\gamma_{gb}$ per area. Each grain keeps its volume $\pi R^2h$. The slope angle $\psi$ is positive when the surface falls outwards, so $z'=-\tan\psi$; its equilibrium value at the boundary is $\theta$. The algebra is classical and holds in atomic units or any other consistent set. Numbers are given in nm and eV.

A groove forms because lowering the surface at a boundary removes boundary area. The question is how wide a grain may become before its groove reaches the substrate, and whether the film then opens.

## The equilibrium surface is a spherical cap

Each boundary is shared by two grains, so one grain carries half its energy. With the constant energy of the buried interface left out,

$$E=2\pi\gamma_s\int_0^R r\sqrt{1+z'^2}\,dr+\pi R\gamma_{gb}z_e .$$

To hold the volume fixed, subtract $p\int_0^R2\pi r z\,dr$, where $p$ is a multiplier with the dimensions of pressure. Varying $z$ and integrating by parts gives

$$2\pi\left[\gamma_s\frac{Rz'(R)}{\sqrt{1+z'(R)^2}}+\frac{R\gamma_{gb}}{2}\right]\delta z_e-2\pi\int_0^R\left[\gamma_s\frac{d}{dr}\frac{rz'}{\sqrt{1+z'^2}}+pr\right]\delta z\,dr=0 .$$

The interior and edge variations are independent, so both brackets vanish. Since $z'/\sqrt{1+z'^2}=-\sin\psi$, integrating the interior condition from the axis, where $r\sin\psi=0$, gives

$$\sin\psi=\frac{p\,r}{2\gamma_s}\equiv\frac r\rho .$$

Hence $z'=-r/\sqrt{\rho^2-r^2}$ and $z=\text{constant}+\sqrt{\rho^2-r^2}$, a sphere of radius $\rho$. The edge condition gives

$$\sin\theta=\frac{\gamma_{gb}}{2\gamma_s},\qquad \rho=\frac{R}{\sin\theta},\qquad p=\frac{2\gamma_s\sin\theta}{R}.$$

This stationary shape is the minimum among continuous axisymmetric height profiles. The second derivative of $\sqrt{1+s^2}$ with respect to the slope $s$ is $(1+s^2)^{-3/2}>0$, while the boundary energy and the volume are linear in $z$.

## Volume conservation fixes the critical ratio

The cap rises above its edge by

$$H=\rho(1-\cos\theta)=R\frac{1-\cos\theta}{\sin\theta}=Rt,\qquad t=\tan\frac\theta2 .$$

At depth $s$ below the apex the squared radius of the cap is $2\rho s-s^2$, so its volume is

$$V_{cap}=\pi\int_0^H(2\rho s-s^2)\,ds=\pi\left(\rho H^2-\frac{H^3}{3}\right).$$

At the edge $R^2=2\rho H-H^2$, or $\rho=(R^2+H^2)/(2H)$. Substitution gives

$$V_{cap}=\frac{\pi H(R^2+H^2)}2-\frac{\pi H^3}{3}=\frac{\pi H(3R^2+H^2)}6 .$$

The grain is this cap standing on a cylinder of height $z_e$. Equating the total volume to $\pi R^2h$ and dividing by $\pi R^2$ yields

$$h-z_e=\frac H2+\frac{H^3}{6R^2}=\frac{R\,t(3+t^2)}6 .$$

The left side is the groove depth below the original flat surface. At fixed $\theta$ it is proportional to $R$ and does not contain $h$. This is the reason for the size effect: the boundary angle fixes the shape of the cap, a wider grain enlarges that shape, and a thinner film has less metal beneath it.

Contact occurs when $z_e=0$, so

$$\boxed{\left(\frac Rh\right)_{contact}=q(\theta),\qquad q(\phi)=\frac6{\tan(\phi/2)\,[3+\tan^2(\phi/2)]}}$$

For the grain diameter the ratio is $2q(\theta)$.

Two limits show the range. For small $\theta$, $t\approx\theta/2$ and $q\approx4/\theta$, so a weak boundary energy permits very wide grains. At $\gamma_{gb}=2\gamma_s$ the cap is a hemisphere with $t=1$ and $q=3/2$. For $\gamma_{gb}>2\gamma_s$ the edge condition has no solution: two free surfaces cost less than the boundary they replace.

## Contact is not yet a hole

Once the edge touches the substrate, the energy of exposing substrate matters. Let $\gamma_{sub}$ and $\gamma_{int}$ be the energies per area of the bare substrate and of the metal–substrate interface. The Young contact angle $\beta$ is defined by

$$\gamma_{sub}-\gamma_{int}=\gamma_s\cos\beta .$$

Beyond first contact, $R/h>q(\theta)$, the grain has too little metal for a cap of angle $\theta$. With its edge pinned at $r=R$, $z=0$, it forms a flatter cap whose angle $\phi$ satisfies $R/h=q(\phi)$. Since $q$ falls as its argument rises, $\phi<\theta$. This pinned state can change in two ways.

**Lifting the edge.** A cap of base radius $b$ and height $H$ has area $A=\pi(b^2+H^2)$ and volume $V=\pi H(3b^2+H^2)/6$. At fixed $b$,

$$\frac{dA}{dV}=\frac{2\pi H}{\pi(b^2+H^2)/2}=\frac{4H}{b^2+H^2}=\frac{2\sin\phi}{b}.$$

Here $b=R$. Raising the edge by $dz_e$ moves a volume $\pi R^2dz_e$ out of the cap and creates boundary, so

$$\frac{dE}{dz_e}=-\gamma_s\frac{2\sin\phi}{R}\pi R^2+\pi R\gamma_{gb}=2\pi R\gamma_s(\sin\theta-\sin\phi)>0 .$$

The edge therefore stays down.

**Opening a gap.** Now let the base shrink at fixed $V$. From $\partial V/\partial b=\pi Hb$ and $\partial V/\partial H=\pi(b^2+H^2)/2$ follows $dH/db=-2Hb/(b^2+H^2)$. Therefore

$$\frac{dA}{db}=2\pi b+2\pi H\frac{dH}{db}=2\pi b\,\frac{b^2-H^2}{b^2+H^2}=2\pi b\cos\phi,$$

where the last step uses $H/b=\tan(\phi/2)$. The substrate contributes $-\gamma_s\cos\beta\,\pi b^2$, and the total slope is

$$\frac{dE}{db}=2\pi b\gamma_s(\cos\phi-\cos\beta).$$

Shrinking the base lowers the energy when this slope is positive, that is, when $\phi<\beta$.

If $\beta>\theta$, the condition is already met at first contact. If $\beta<\theta$, the touching film remains locally stable until further growth of $R/h$ has reduced $\phi$ to $\beta$. Both cases are contained in

$$\boxed{\left(\frac Rh\right)_{opening}=q\bigl(\min(\theta,\beta)\bigr)}$$

for an axisymmetric gap that opens without a barrier. A case with $\theta=40^\circ$ and $\beta=20^\circ$ separates the two events. Contact occurs at $R/h=5.26$, but the numerically computed energy first favours a gap at 11.23, the value given by $q(\beta)$. Good wetting thus delays exposure of the substrate even after the groove has reached it.

## A 5 nm seed layer

Take a thin metal seed layer on a poorly wetted barrier, annealed during interconnect processing. The round parameters are $h=5$ nm, $\gamma_s=10$ eV/nm², $\gamma_{gb}=4$ eV/nm² and $\beta=120^\circ$. Then

$$\sin\theta=\frac4{2\times10}=0.2,\qquad\theta=11.54^\circ,\qquad t=0.10102,$$

$$q(\theta)=\frac6{0.10102\,(3+0.10102^2)}=19.73 .$$

Direct minimization of the discretized energy, without assuming a spherical surface, also gives 19.73. The critical radius is $19.73\times5\approx99$ nm and the critical diameter is 197 nm (1970 Å), about 39 times the thickness. Because $\beta>\theta$, contact opens a gap at once in this model.

With thickness and energies held fixed, the groove deepens in proportion to the grain radius:

| $R$ (nm) | groove depth (nm) | edge thickness (nm) |
|---|---|---|
| 25 | 1.27 | 3.73 |
| 50 | 2.53 | 2.47 |
| 75 | 3.80 | 1.20 |

The critical radius marks the loss of the barrier, not the point at which the film ceases to have the lowest energy. To see the difference, compare the film with one island per grain. An island of sphere radius $a$ and contact angle $\beta$, with $c=\cos\beta$, has volume $\pi a^3(2-3c+c^3)/3$. Its energy relative to bare substrate is

$$\gamma_s\left[2\pi a^2(1-c)-c\,\pi a^2(1-c^2)\right]=\pi\gamma_sa^2(2-3c+c^3).$$

On the same scale the continuous film has energy

$$\pi\gamma_s\left[R^2(1+t^2)+2Rz_e\sin\theta-cR^2\right].$$

At equal volume the energies cross at $R=13.1$ nm, where $a=9.1$ nm. For $c=-1/2$ the island energy divided by $\pi\gamma_s$ is $3.375\times9.1^2\approx280$ nm². The film has $z_e=5-13.1/19.73\approx4.34$ nm and gives about 282 nm², equal within the rounding of the radii.

Between 13 and 99 nm the circular-grain film is therefore metastable with respect to these islands. Below 13 nm it is still not the state of lowest energy overall: an island that collects metal from many grains has an energy per volume proportional to $1/a$, which can be made as small as desired. Fine grains preserve a barrier; they do not make this poorly wetting film the absolute minimum.

## Corners touch first

Circular grains do not fill a plane, but regular hexagons do. Let $p_h$ be the distance from the centre of a hexagon to a side. The edge condition now requires the component of the surface normal perpendicular to each side wall to equal $\sin\theta$. On a sphere of radius $\rho$ centred on the grain axis, that component is $p_h/\rho$ at every point of the wall. A sphere with $\rho=p_h/\sin\theta$ therefore solves the hexagonal problem too. It extends to the corners, at distance $2p_h/\sqrt3$, if $\sin\theta<\sqrt3/2$.

For small slopes the sphere is $z\approx z_0-r^2/(2\rho)$. The mean of $r^2$ follows from one twelfth of the hexagon, a right triangle of area $p_h^2/(2\sqrt3)$:

$$\langle r^2\rangle=\frac{2\sqrt3}{p_h^2}\int_0^{p_h}\!dx\int_0^{x/\sqrt3}\!(x^2+y^2)\,dy=\frac{2\sqrt3}{p_h^2}\,\frac{5p_h^4}{18\sqrt3}=\frac59p_h^2 .$$

At a corner $r^2=4p_h^2/3$, so the depth below the mean surface is

$$\frac1{2\rho}\left(\frac43-\frac59\right)p_h^2=\frac7{18}\,p_h\sin\theta,\qquad \frac{p_h}{h}\approx\frac{18}{7\sin\theta}.$$

For the example this estimate is 12.86; the full sphere gives 12.63, or $p_h=63$ nm. A circle of the same area has a radius of 66 nm, which is 33% below the circular-grain limit of 99 nm. Within a hexagon the corners touch before the sides because they lie farther from the centre on the same sphere. This is a contact limit: the opening rule above was derived for a circular edge, not for a hole at a corner.

## Whether the groove has time to form

Surface diffusion must carry metal from the boundary towards the grain centre. For small slopes the chemical potential is $\mu=-\Omega\gamma_s\nabla^2z$, where $\Omega$ is the atomic volume. With surface diffusivity $D_s$ and site density $\nu$, the atomic flux is $\mathbf j=-(D_s\nu/k_BT)\nabla\mu$. Conservation, $\partial_tz=-\Omega\nabla\cdot\mathbf j$, then gives

$$\partial_tz=-B\nabla^4z,\qquad B=\frac{D_s\gamma_s\Omega^2\nu}{k_BT}.$$

A deviation from the equilibrium cap has zero slope and zero flux at $r=R$. Its axisymmetric modes are $J_0(kr)$ with $J_1(kR)=0$. The first positive zero, $j=3.8317$, sets the slowest decay time

$$\tau=\frac{R^4}{Bj^4}.$$

Take the rough values $D_s=10^{11}\exp(-0.80\,\text{eV}/k_BT)$ nm²/s, $\Omega=0.012$ nm³ and $\nu=15$ nm⁻². At the critical radius $\tau$ is about 7 s at 700 K and $8\times10^4$ s, nearly a day, at 400 K. With these inputs and a grain of this size, an anneal of minutes at 700 K reaches the equilibrium groove, while the same time at 400 K does not. Because $\tau\propto R^4$, the second statement fails for small grains: at $R=10$ nm and 400 K, $\tau$ is about 9 s.

## How far the number can be trusted

The parameters are rough values for a metal seed layer, not data for a particular metal. Grains in thin metal films are commonly comparable to the film thickness or a few times larger, so a diameter of 39 thicknesses is far from typical. The circular result should not be read as the grain size at which a real seed layer fails. Real layers break the assumption of equal circular grains; replacing circles by regular hexagons already lowers the equal-area radius from 99 to 66 nm.

Other neglected effects can be sized separately, starting from the circular limit:

- **Orientation-dependent surface energy.** If $\gamma_s$ varies with slope angle, the edge condition becomes $\sin\phi+(\gamma_s'/\gamma_s)\cos\phi=\gamma_{gb}/(2\gamma_s)$. A ratio $\gamma_s'/\gamma_s=\pm0.05$ changes the critical radius to 132 or 79 nm, if the cap is still taken as spherical. These values show the sensitivity only, since an orientation-dependent energy generally changes the shape of the cap as well. A $\gamma_s$ quadratic in the slope angle leaves them almost unchanged, whereas one linear in the angle, with the same ratio at the edge, gives about 148 and 74 nm.
- **Van der Waals forces.** Equating the pressure $A_H/(6\pi\ell^3)$ to $2\gamma_s\sin\theta/R$, with a rough Hamaker energy $A_H=2$ eV, gives $\ell=1.4$ nm at the critical radius. The edge thins to the corresponding scale at $R=74$ nm. If the force favours thinning, it deepens the groove before this point, so the macroscopic model is already doubtful at somewhat smaller radii; 74 nm is a comparison of scales, not a stability limit. With this pressure added to the interior condition, equilibrium profiles end near $R=72$ nm, at an edge thickness of about 0.9 nm, where a continuum description is itself marginal.
- **Stress.** For an equal biaxial stress $\sigma$ and biaxial modulus $M$, each of the two in-plane directions contributes $\sigma^2/(2M)$ to the elastic energy density. At $\sigma=200$ MPa and $M=200{,}000$ MPa one direction gives 1.5% of the capillary pressure, the ratio printed in the output; the full density, $\sigma^2/M$, is 3% of it. This ratio grows as $\sigma^2$, and 200 MPa is a low value for an anneal. A thermal-expansion mismatch of about $1.35\times10^{-5}$ K⁻¹ over 400 K, as for copper on silicon, gives about 1.1 GPa if nothing relaxes, and then $\sigma^2/M$ is about 90% of the capillary pressure; at 500 MPa it is 19%. Stress also enters linearly: 200 MPa is about 30 times the capillary pressure of 6.5 MPa and drives atoms into or out of the boundary, although relaxing it moves only about $2\sigma h/M=0.01$ nm of mean thickness. Stress concentration at the groove is not included.
- **Thermal roughness.** Summing capillary modes down to a length of 0.25 nm gives 0.08 nm rms at 700 K, small beside the mean thickness but not beside an edge about to touch. This is less than one atomic layer (about 0.2 nm), so the continuum estimate gives an order of magnitude only and does not apply to a faceted surface.

Unequal grains add an effect that the model excludes. Neighbours share one edge height, so the edge condition fixes only the sum of $\sin\psi$ on the two sides, and the formulas for equal grains no longer hold for each grain separately. If two neighbours have the same mean thickness, their surfaces must rise equally on average above the shared edge. The smaller grain is then more strongly curved and has the higher capillary pressure. If atoms can cross the boundary, they flow towards the larger grain and the smaller one thins. The shared groove can then be deeper than for equal grains of the larger size: for alternating parallel strips at small slope it approaches twice that depth when one strip is much narrower than the other. Within the isotropic model, without van der Waals forces or stress, the criterion $R/h<q(\theta)$ thus keeps grooves off the substrate for equal circular grains with fixed boundaries and conserved volumes; for regular hexagons the corner limit replaces it. The values of the isotropic model are listed in the numerical output.

## Table of computed values

```
Mean film thickness: 5.0 nm
Surface energy: 10.0 eV/nm^2
Grain-boundary energy: 4.0 eV/nm^2
Young contact angle: 120.0 degrees
sin(theta): 0.200 (no unit)
Groove slope angle theta: 11.54 degrees
tan(theta/2): 0.10102 (no unit)
Critical radius/thickness: 19.73 (no unit)
Critical diameter/thickness: 39.46 (no unit)
Small-angle estimate 4/theta: 19.87 (no unit)
Critical grain radius: 98.7 nm
Critical grain diameter: 197.3 nm
Critical grain diameter: 1973 angstrom
R = 25 nm: groove depth 1.27 nm, edge thickness 3.73 nm
R = 50 nm: groove depth 2.53 nm, edge thickness 2.47 nm
R = 75 nm: groove depth 3.80 nm, edge thickness 1.20 nm
Critical R/h from energy minimization: 19.73 (no unit)
Test case theta, beta: 40, 20 degrees
Test case contact R/h: 5.26 (no unit)
Test case gap-opening R/h, numerical: 11.23 (no unit)
Test case gap-opening R/h, formula: 11.23 (no unit)
Hexagon corner-contact inradius/h: 12.63 (no unit)
Hexagon small-slope estimate: 12.86 (no unit)
Hexagon corner-contact inradius: 63.1 nm
Hexagon equal-area radius at contact: 66.3 nm
Hexagon mid-side contact inradius: 111.0 nm
Film-island energy crossover radius: 13.1 nm
Island sphere radius at crossover: 9.1 nm
Rough diffusion prefactor: 1.0e+11 nm^2/s
Rough diffusion barrier: 0.80 eV
Rough atomic volume: 0.012 nm^3
Rough surface site density: 15.0 nm^-2
First positive zero of J1: 3.8317 (no unit)
Relaxation time at critical R, 700 K: 7.06e+00 s
Relaxation time at critical R, 400 K: 8.42e+04 s
Rough torque/surface energy: +/-0.05 (no unit)
Critical radius with +torque: 131.8 nm
Critical radius with -torque: 78.8 nm
Rough Hamaker energy: 2.0 eV
van der Waals thickness scale at critical R: 1.38 nm
Radius where edge reaches that scale: 74.0 nm
Rough film stress: 200 MPa
Rough biaxial modulus: 200000 MPa
Elastic density/capillary pressure: 0.0154 (no unit)
Short-wavelength cutoff: 0.25 nm
Thermal rms roughness at 700 K: 0.076 nm
```
